# Secondary-Fluorescence Enhancement in a Thick Binary Alloy under Monochromatic X-Rays, part 2

In a thick, flat, homogeneous alloy, a beam of energy \(E_0\) ionizes the K shells of the analyte \(i\) and the enhancer \(j\). K-line photons of \(j\), with energy \(E_j\), then ionize more of \(i\). The primary signal \(P\) and secondary signal \(S\) count K vacancies of \(i\) per incident photon, weighted by the escape factor \(e^{-bt}\). Depth \(t\) and depth separation \(s\) are in g/cm², coefficients in cm²/g.

Mass fractions are \(W_i\) and \(W_j=1-W_i\). For a pure element, \(\kappa(E)\) is the K-ionization coefficient and \(\mu^{(i)}\) or \(\mu^{(j)}\) the total attenuation coefficient. Each K vacancy of \(j\) yields \(\eta_j\) photons of the chosen line. The alloy has

\[
\mu(E)=W_i\mu^{(i)}(E)+W_j\mu^{(j)}(E),
\tag{3}
\]

with values \(\mu_0,\mu_i,\mu_j\) at \(E_0\), the detected line and \(E_j\). Scattered photons count as lost. With incidence and take-off angles \(\psi_1,\psi_2\) measured from the surface,

\[
a=\frac{\mu_0}{\sin\psi_1},\qquad b=\frac{\mu_i}{\sin\psi_2}.
\tag{4}
\]

The primary signal and the source of \(j\) photons are

\[
P=\int_0^\infty e^{-bt}\,dN_i
=\frac{W_i\kappa_i(E_0)}{\sin\psi_1}\int_0^\infty e^{-(a+b)t}\,dt
=\frac{W_i\kappa_i(E_0)}{\sin\psi_1\,(a+b)} .
\tag{6}
\]

\[
dN_j=W_j\eta_j\kappa_j(E_0)\,e^{-at}\,\frac{dt}{\sin\psi_1}
\tag{7}
\]

where \(dN_i\) counts direct vacancies of \(i\) in \(dt\). Emission is isotropic; \(u=|\cos\theta|\), with \(\theta\) measured from the normal. Downward flight adds a factor \(e^{-bs}\), upward flight \(e^{-as}\). For \(x>0\), with \(v=\mu_j+xu\),

\[
\int_0^1\frac{du}{\mu_j+xu}=\frac1x\int_{\mu_j}^{\mu_j+x}\frac{dv}{v}
=\frac1x\ln\!\left(1+\frac{x}{\mu_j}\right).
\tag{14}
\]

The upward and downward terms, in that order, form

\[
L=\frac1a\ln\!\left(1+\frac a{\mu_j}\right)+\frac1b\ln\!\left(1+\frac b{\mu_j}\right).
\tag{16}
\]

The interaction kernel, with \(R\) here the distance from a point source and \(r\) a ring radius, is

\[
\mu_jk(\mu_js)=\mu_j\int_0^\infty\frac{e^{-\mu_jR}}{4\pi R^2}\,2\pi r\,dr
=\frac{\mu_j}2\int_s^\infty\frac{e^{-\mu_jR}}{R}\,dR
=\frac{\mu_j}2E_1(\mu_js),
\tag{17}
\]

where \(E_1(x)=\int_x^\infty e^{-w}dw/w\). The results are

\[
S=\frac{W_j\eta_j\kappa_j(E_0)}{\sin\psi_1}\;W_i\kappa_i(E_j)\;\frac{L}{2(a+b)} .
\tag{18}
\]

\[
\frac SP=C\,L,\qquad
C=\frac12\,W_j\,\eta_j\,\kappa_j(E_0)\,\frac{\kappa_i(E_j)}{\kappa_i(E_0)} .
\tag{19}
\]

For several \(j\) lines the ratios add, each with its own \(\eta_j\), \(\kappa_i(E_j)\) and \(\mu_j\).

### Limits and dependence on angle

When \(a\) and \(b\) are much smaller than \(\mu_j\), the expansion \(\ln(1+y)=y-y^2/2+\cdots\) gives

\[
L=\frac2{\mu_j}-\frac{a+b}{2\mu_j^2}+\cdots,
\qquad
\frac SP\to\left(\frac SP\right)_{\rm loc}=\frac{2C}{\mu_j}.
\tag{20}
\]

The limiting value has a direct meaning. Suppose that every \(j\) photon were absorbed at its depth of emission. It would make \(W_i\kappa_i(E_j)/\mu_j\) vacancies in the analyte, and these would have the escape factor \(e^{-bt}\) of that depth. Integrating (7) with these factors and dividing by (6) gives \(W_j\eta_j\kappa_j(E_0)\kappa_i(E_j)/[\kappa_i(E_0)\mu_j]\), which is \(2C/\mu_j\). Since \(\ln(1+y)<y\) for \(y>0\), the true ratio in this model lies below the local value. The flight of the intermediate photons reduces the enhancement.

The integral (14) also shows how the ratio depends on angle. Its integrand decreases as \(x\) grows, so each term of \(L\) decreases with its own coefficient. At fixed incidence angle, lowering the take-off angle raises \(b\) and reduces \(S/P\). As \(b\to\infty\), the downward term \(\ln(1+b/\mu_j)/b\) tends to zero, and

\[
L\to\frac1a\ln\!\left(1+\frac a{\mu_j}\right).
\tag{21}
\]

The detected vacancies then lie in a thin layer at the surface, which is still reached by \(j\) photons from below. Grazing take-off therefore weakens the enhancement without removing it. This limit presupposes a smooth surface and straight rays. Near the critical angle of total reflection, or when the path through surface roughness is comparable with the absorption length, the exponential escape factor no longer describes the sample.

The composition enters through \(W_j\) and through all three attenuation coefficients. For \(W_j\to0\) the enhancement vanishes in proportion to \(W_j\). For \(W_i\to0\) it tends to a finite value, because the primary and secondary signals both fall in proportion to \(W_i\).

### A nickel–iron plate

Take a plate of the permalloy type with 20 wt% iron and 80 wt% nickel, excited at 17.5 keV with both angles equal to 45°. The Ni Kα line lies above the K edge of iron, so nickel is the enhancer and iron the analyte. The coefficients, yields and density used here are rough typical values.

At 17.5 keV the attenuation coefficients are 38 cm²/g for iron and 47 cm²/g for nickel, including 1.0 cm²/g of scattering in each. At Ni Kα they are 360 and 60 cm²/g, and at Fe Kα they are 71 and 90 cm²/g. The mixture rule (3) gives

\[
\begin{aligned}
\mu_0&=0.20(38)+0.80(47)=45.2\ \mathrm{cm^2/g},\\
\mu_j&=0.20(360)+0.80(60)=120.0\ \mathrm{cm^2/g},\\
\mu_i&=0.20(71)+0.80(90)=86.2\ \mathrm{cm^2/g}.
\end{aligned}
\tag{22}
\]

Division by \(\sin45^\circ\) gives \(a=63.92\) cm²/g and \(b=121.91\) cm²/g.

The K shell is assigned a share of 0.87 of the photoabsorption in both elements. At the beam energy this gives \(\kappa_{\rm Fe}=0.87(38-1)=32.19\) cm²/g and \(\kappa_{\rm Ni}=0.87(47-1)=40.02\) cm²/g. At Ni Kα, where the small scattering part is not subtracted, \(\kappa_{\rm Fe}=0.87(360)=313.2\) cm²/g. A nickel K yield of 0.41 and a Kα share of 0.88 give \(\eta_j=0.3608\). The prefactor in (19) is

\[
C=\frac12(0.80)(0.3608)(40.02)\frac{313.2}{32.19}=56.20\ \mathrm{cm^2/g}.
\tag{23}
\]

The two logarithmic terms are

\[
\begin{aligned}
\frac1a\ln\!\left(1+\frac a{\mu_j}\right)&=\frac{\ln(1+63.92/120.0)}{63.92}=0.00668\ \mathrm{g/cm^2},\\
\frac1b\ln\!\left(1+\frac b{\mu_j}\right)&=\frac{\ln(1+121.91/120.0)}{121.91}=0.00575\ \mathrm{g/cm^2}.
\end{aligned}
\tag{24}
\]

Their sum is \(L=0.01243\) g/cm², and

\[
\frac SP=56.20\times0.01243=0.699 .
\tag{25}
\]

The rough inputs justify the statement that the Ni Kα line adds about 70% to the primary iron signal; the Kβ line is added below. Further digits serve to compare calculations that use the same inputs. In particular, (19) is proportional to the nickel yield, so a relative error in that yield passes unchanged into \(S/P\).

In absolute terms, (6) gives \(P=0.0490\) escape-weighted iron K vacancies per incident photon, and (18) gives \(S=0.0342\). Upward rays supply \(0.00668/0.01243=54\%\) of the secondary signal. They supply more than half because \(a<b\) and each term of \(L\) decreases with its coefficient. The local value (20) is \(2C/\mu_j=0.937\), so the flight of the nickel photons lowers the enhancement by about 25% relative to local absorption.

A simulation that follows individual photons through the same plate tests the prefactors as well as the integral. It draws interaction depths, isotropic directions and free paths at random. It gives \(S/P=0.6981\), against 0.6986 from the formula, and an upward share of 0.5374, the same as from the formula. The statistical error of this share is of the order of 0.001, so the agreement in the last digit is accidental. The simulated value for local absorption is 0.9358, against 0.9366.

With the incidence angle held at 45°, the ratio is 0.56 at a take-off angle of 10°, 0.67 at 30° and 0.73 at 90°. The variation is moderate for two reasons. Between 90° and 10° the coefficient \(b\) grows by a factor of 5.8, but the downward term \(\ln(1+b/\mu_j)/b\) falls only by a factor of 1.9. The upward term does not change at all.

### Effect on a composition measurement

Suppose that the iron count is divided by the count from thick pure iron in the same geometry. Pure iron has no enhancement, since its K lines lie below its own K edge. Let \(R\) be this count ratio. If enhancement is ignored, (6) gives for an iron fraction \(w\)

\[
R=w\,\frac{(a+b)_{\rm Fe}}{(a+b)_w}
=\frac{w\,(38+71)}{w(38+71)+(1-w)(47+90)}
=\frac{109\,w}{137-28\,w}.
\tag{26}
\]

The factor \(\sin45^\circ\) has cancelled because both angles are equal. For the true fraction \(w=0.20\), this primary ratio is 0.166. Enhancement multiplies it by 1.699, so the model predicts a count ratio \(R=0.282\). Solving (26) for \(w\) gives the composition that would be inferred from it:

\[
w_{\rm app}=\frac{137R}{109+28R}=\frac{137(0.2818)}{109+28(0.2818)}=0.330 .
\tag{27}
\]

With enhancement by Ni Kα alone, an alloy with 20 wt% iron would be reported as having 33 wt%; with the Kβ line estimated below, \(R\) becomes 0.297 and the reported value 35 wt%. The relative error in composition, 65%, is slightly smaller than the 70% error in intensity because (26) rises faster than linearly with \(w\).

### How thick is thick

For a free plate of finite mass thickness \(T\), the kernel (17) is convenient. At a depth separation \(s\), the shallower of the two depths runs from zero to \(T-s\). Its integral is

\[
\int_0^{T-s}e^{-(a+b)t}\,dt=\frac{1-e^{-(a+b)(T-s)}}{a+b}.
\tag{28}
\]

As before, downward flight adds the factor \(e^{-bs}\) and upward flight the factor \(e^{-as}\). The primary signal is (6) multiplied by \(1-e^{-(a+b)T}\). The ratio for the plate is therefore

\[
\left(\frac SP\right)_T=C\int_0^T E_1(\mu_js)\left(e^{-as}+e^{-bs}\right)
\frac{1-e^{-(a+b)(T-s)}}{1-e^{-(a+b)T}}\,ds .
\tag{29}
\]

For \(T\to\infty\) the fraction tends to one. Writing \(E_1(\mu_js)=\int_0^1e^{-\mu_js/u}du/u\), which follows from the substitution \(w=\mu_js/u\) in its definition, and integrating over \(s\) first returns the integral (14). Equation (29) then reduces to (19).

With a density of 8.7 g/cm³, the plate of the example reaches 99% of its thick-sample ratio at a thickness of about 30 µm. A free film of 10 µm has \(S/P=0.564\), which is 19% below the thick-sample value. The photon simulation of this film also gives 0.564. A substrate that only absorbs would leave (29) unchanged, since photons that leave the back of a free film are lost as well. A real substrate can also emit radiation that ionizes iron and scatter photons back into the film, and these effects are not included.

### What the example leaves out

Of the omissions estimated here for a thick plate, the largest is the Ni Kβ line, which also lies above the iron K edge. At that energy the attenuation coefficients are taken as 275 cm²/g for iron and 46 cm²/g for nickel, so the alloy has \(0.20(275)+0.80(46)=91.8\) cm²/g. With the remaining share 0.12 of the K emission, (19) gives an additional ratio of 0.089. This is 13% of the Kα contribution, and the sum of both lines is 0.79.

Beam photons scattered inside the plate can also ionize iron. Their size can be estimated by treating the scattering as isotropic and without energy loss. The source (7) is then replaced by \(\sigma e^{-at}dt/\sin\psi_1\), with the scattering coefficient \(\sigma=1.0\) cm²/g. The intermediate photon has the attenuation \(\mu_0\), and \(\kappa_i(E_0)\) cancels from the ratio to \(P\):

\[
\frac{S_{\rm sc}}P\approx\frac{\sigma}{2}\left[\frac1a\ln\!\left(1+\frac a{\mu_0}\right)+\frac1b\ln\!\left(1+\frac b{\mu_0}\right)\right]=0.012 .
\tag{30}
\]

This is an estimate of about 1% of the primary signal. It omits the true angular distribution of scattering and the additional nickel ionization by the scattered photons. The latter is not small beside the estimate: nickel enhances the iron signal of scattered photons by a ratio similar to that for the beam, so the total effect of beam scattering is nearer 2%. For the Ni Kα photons, a rough scattering coefficient of 2.5 cm²/g is 2% of \(\mu_j\). Treating these photons as lost, and including the scattering part in \(\kappa_{\rm Fe}\) at Ni Kα, thus introduces two errors of opposite sign. For isotropic scattering the first makes \(S\) too small by about 1.7%, and the second makes it too large by \(2.5/360=0.7\%\), so the net error is about 1% of \(S\).

In the simulation, 99% of the secondary signal comes from within a lateral distance of 33 µm of the point where the nickel photon was emitted. This spread adds to a displacement that the primary signal has as well. With source and detector on opposite sides of the surface normal, a vacancy at depth \(t\) appears shifted by \(t(\cot\psi_1+\cot\psi_2)\) from the point where the beam entered. At 45° this is \(2t\), and for a narrow beam a margin of \(2\ln 100/(a+b)\), or 57 µm, is needed to hold 99% of \(P\). A detector that views a smaller margin around the beam footprint loses part of both signals, and a larger share of \(S\) than of \(P\). Homogeneity is required on a finer scale. The mean free path of a Ni Kα photon is \(1/(120.0\times8.7)\) cm, or about 10 µm, in the alloy. In pure iron, with a density of 7.9 g/cm³, it is only \(1/(360\times7.9)\) cm, or about 3.5 µm. The mean composition determines the enhancement only if iron-rich and nickel-rich regions are much smaller than these lengths.

The beam energy is close to that of molybdenum Kα radiation, and the composition is that of a soft-magnetic alloy, so the parameters lie in a practical regime. In this geometry a plate about 30 µm thick has \(S/P\) within about 1% of the thick-sample value. Its detected intensity \(P+S\) is 1.2% low, and \(S\) alone is 1.9% low. For permalloy layers of 10 µm or less, the thick-sample assumption is the first to fail: in the model it already overstates the ratio of a free 10 µm film by 24% relative to the film value. For a bulk plate the single-line assumption matters more, and including Ni Kβ raises the predicted enhancement from 0.70 to 0.79. The numerical output below lists the inputs and intermediate values.

## Computed results

```
Volume integral vs formula, worst rel. error: 1.2e-11
Fe, Ni mass fractions: 0.20, 0.80
Density: 8.7 g/cm3
Incidence, take-off angle: 45, 45 deg
Fe, Ni attenuation at 17.5 keV: 38, 47 cm2/g
Scattering part at 17.5 keV: 1.0 cm2/g
Fe, Ni attenuation at Ni Ka: 360, 60 cm2/g
Fe, Ni attenuation at Ni Kb: 275, 46 cm2/g
Fe, Ni attenuation at Fe Ka: 71, 90 cm2/g
K-shell share of photoabsorption: 0.87
Ni K yield, Ka share: 0.41, 0.88
eta (Ni Ka photons per K vacancy): 0.3608
kappa Fe, Ni at 17.5 keV: 32.19, 40.02 cm2/g
kappa Fe at Ni Ka: 313.2 cm2/g
Alloy mu at beam energy: 45.2 cm2/g
Alloy mu at Ni Ka: 120.0 cm2/g
Alloy mu at Fe Ka: 86.2 cm2/g
a, b: 63.92, 121.91 cm2/g
Upward term ln(1+a/mu_j)/a: 0.006680 g/cm2
Downward term ln(1+b/mu_j)/b: 0.005751 g/cm2
L: 0.012431 g/cm2
Prefactor of L in S/P: 56.196 cm2/g
S/P from formula: 0.6986
S/P from simulation: 0.6981
P, escape-weighted Fe K vacancies per photon: 0.04900
S, same measure: 0.03423
Upward share, formula: 0.5374
Upward share, simulation: 0.5374
S/P if absorbed where emitted, formula: 0.9366
S/P if absorbed where emitted, simulation: 0.9358
S/P at take-off angle 10 deg: 0.5607
S/P at take-off angle 30 deg: 0.6657
S/P at take-off angle 90 deg: 0.7283
Fe count ratio to pure Fe: 0.2818
Apparent Fe fraction, enhancement ignored: 0.3303
S/P of a 10 um film, slab integral: 0.5639
S/P of a 10 um film, simulation: 0.5637
Thickness for 99% of thick-sample S/P: 30.5 um
Radius holding 99% of secondary signal: 33 um
Alloy mu at Ni Kb: 91.8 cm2/g
Added S/P from Ni Kb: 0.0890
S/P with Ni Ka and Kb: 0.7875
Beam scattering, added Fe signal over P: 0.0123
Scattering part at Ni Ka: 2.5 cm2/g
Scattered share of Ni Ka interactions: 0.0208
```
